# Load-pull contours of a clipping-limited class-A transistor

A radio-frequency power transistor is measured with a tuner at its output. The tuner presents one load impedance after another, and the output power is recorded for each. When the loads that give equal power are joined on a Smith chart, the curves need not be the circles expected of a linear source: they can be ovals, longer in one direction than in the other. A transistor driven to its limits does not behave as a generator with a fixed internal resistance. Its current cannot exceed a maximum and its voltage cannot fall below a minimum, and in an idealised model these two limits alone produce ovals, with pointed ends.

## Assumptions and conventions

**A1. Device.** The drain is a current source that follows a sinusoidal drive linearly while $0\le i\le I_{\max}$. The drain voltage must satisfy $v\ge V_k$, where $V_k$ is the knee voltage, taken to be the same at all currents.

**A2. Bias.** The mean current is $I_{\max}/2$ and the mean voltage is $V_{dc}$, both held fixed for all loads. Breakdown lies above $2V_{dc}-V_k$.

**A3. Load.** At the signal frequency the current source sees $Z=R+jX$ with $R>0$, or equivalently $Y=1/Z=G+jB$. Nothing lies between the source and this load.

**A4. Drive.** For each load the drive is raised to the largest value at which neither current nor voltage clips. The contours are therefore contours of unclipped power. They are not measured at fixed drive.

Amplitudes are peak values and the time factor is $e^{j\theta}$ with $\theta=\omega t$. Under A4 the current is a sinusoid about its mean, so the load at the harmonics plays no part. Define

$$I_m=\frac{I_{\max}}2,\quad V_m=V_{dc}-V_k,\quad R_{opt}=\frac{V_m}{I_m},\quad P_{opt}=\frac{V_mI_m}{2}.$$

## The power law

**Lemma 1.** The largest unclipped power delivered to $Z$ is

$$\frac{P}{P_{opt}}=\min\left(\frac{R}{R_{opt}},\;G R_{opt}\right).\tag{1}$$

The first entry applies for $|Z|\le R_{opt}$, the second for $|Z|\ge R_{opt}$.

*Proof.* Let the current be $i=I_m+I\cos\theta$ and write $Z=|Z|e^{j\varphi}$. The voltage across the load is $u=|Z|I\cos(\theta+\varphi)$. The source draws its signal current through the load, so a positive $u$ lowers the drain voltage: $v=V_{dc}-u$.

The current runs between $I_m-I$ and $I_m+I$. Both $i\ge0$ and $i\le 2I_m$ give $I\le I_m$. The lowest drain voltage is $V_{dc}-|Z|I$, and the knee requires $|Z|I\le V_m$. The highest drain voltage is then at most $V_{dc}+V_m=2V_{dc}-V_k$, which A2 allows. Hence the largest amplitude is

$$I=\min\left(I_m,\;V_m/|Z|\right).\tag{2}$$

The mean of $\cos(\theta+\varphi)\cos\theta$ over a cycle is $\tfrac12\cos\varphi$, so the mean power is

$$P=\tfrac12|Z|I^2\cos\varphi=\tfrac12I^2R.$$

Inserting (2), and using $G=\mathrm{Re}(Z^*/|Z|^2)=R/|Z|^2$,

$$P=\min\left(\tfrac12I_m^2R,\;\tfrac12V_m^2G\right).$$

Division by $\tfrac12V_mI_m$ turns the entries into $I_mR/V_m=R/R_{opt}$ and $V_mG/I_m=GR_{opt}$. Their ratio, first to second, is $R/(GR_{opt}^2)=|Z|^2/R_{opt}^2$, which tells which entry is smaller. ∎

The product of the two entries is $RG=R^2/|Z|^2=\cos^2\varphi$. The smaller of two positive numbers is at most the square root of their product, so $P\le P_{opt}\cos\varphi\le P_{opt}$. Equality requires $X=0$ and equal entries, that is $Z=R_{opt}$. The optimum is unique.

## The contours

From here on $z=r+jx=Z/R_{opt}$ and $y=1/z=g+jb$. The law reads $P/P_{opt}=\min(r,g)$.

**Theorem.** Under A1–A4, for $0<p<1$, the contour $P=pP_{opt}$ consists of two arcs:

- constant series resistance, $R=pR_{opt}$, with $|X|\le R_{opt}\sqrt{1-p^2}$;
- constant parallel conductance, $G=p/R_{opt}$, with $|B|\le\sqrt{1-p^2}/R_{opt}$.

They meet at $Z=R_{opt}\left(p\pm j\sqrt{1-p^2}\right)$. The loads with $P\ge pP_{opt}$ form the intersection of the regions $R\ge pR_{opt}$ and $G\ge p/R_{opt}$.

*Proof.* The minimum of $r$ and $g$ is at least $p$ if and only if both are, which gives the last statement. For the contour itself, Lemma 1 selects $r=p$ where $|z|\le1$. There $|z|^2=p^2+x^2\le1$, so $|x|\le\sqrt{1-p^2}$. Where $|z|\ge1$ it selects $g=p$; since $|y|\le1$ there, $|b|\le\sqrt{1-p^2}$. The ends of the first arc are $z=p\pm j\sqrt{1-p^2}$, with $|z|=1$. At such points $y=1/z=z^*$, so $g=r=p$, and they are also the ends of the second arc. ∎

**Remark (what happens along an arc).** At the real load $R=pR_{opt}$ the current swings fully, but the voltage amplitude is $pV_m$ and has room to spare. Series reactance adds voltage without changing $\tfrac12I_m^2R$. The power stays constant until $|Z|$ reaches $R_{opt}$ and the spare voltage is used up. The other arc is the dual: at $R=R_{opt}/p$ the voltage swings fully, and parallel susceptance draws extra current at constant $\tfrac12V_m^2G$ until the spare current is gone. At a corner both limits are reached.

## The arcs on the Smith chart

Refer the chart first to $R_{opt}$, with reflection coefficient $\Gamma=(z-1)/(z+1)$.

**Lemma 2.** The region $r\ge r_0$ is the disk with centre $r_0/(1+r_0)$ and radius $1/(1+r_0)$. The region $g\ge g_0$ is the disk with centre $-g_0/(1+g_0)$ and radius $1/(1+g_0)$.

*Proof.* Solving for $z$ gives $z=(1+\Gamma)/(1-\Gamma)$. Multiplying numerator and denominator by $1-\Gamma^*$ and taking the real part,

$$r=\frac{1-|\Gamma|^2}{|1-\Gamma|^2}.\tag{3}$$

With $|1-\Gamma|^2=1-2\,\mathrm{Re}\,\Gamma+|\Gamma|^2$, the condition $r\ge r_0$ becomes

$$(1+r_0)|\Gamma|^2-2r_0\,\mathrm{Re}\,\Gamma\le1-r_0.$$

Divide by $1+r_0$ and add $r_0^2/(1+r_0)^2$ to both sides to complete the square:

$$\left|\Gamma-\frac{r_0}{1+r_0}\right|^2\le\frac{(1-r_0)(1+r_0)+r_0^2}{(1+r_0)^2}=\frac1{(1+r_0)^2}.$$

Since $y=(1-\Gamma)/(1+\Gamma)$ is obtained from $z$ by $\Gamma\to-\Gamma$, the second disk is the mirror image of the first with $r_0$ replaced by $g_0$. ∎

Setting $r_0=g_0=p$ gives two disks of equal radius, and their overlap is a lens. The line $|z|=1$ means $|1+\Gamma|=|1-\Gamma|$, which is the imaginary axis. The resistance arc is the left side of the lens and the conductance arc the right side.

By (3) and its mirror image, $r$ and $g$ have the same numerator and the denominators $1+|\Gamma|^2\mp2\,\mathrm{Re}\,\Gamma$. The smaller quotient has the larger denominator, so

$$\frac{P}{P_{opt}}=\frac{1-|\Gamma|^2}{1+|\Gamma|^2+2|\mathrm{Re}\,\Gamma|}.\tag{4}$$

**Corollary (shape).** The lens has half-width $w$, half-height $h$ and interior corner angle $\alpha$ given by

$$w=\frac{1-p}{1+p},\qquad h=\sqrt{\frac{1-p}{1+p}},\qquad \alpha=2\arccos p.\tag{5}$$

*Proof.* On the real axis (4) is $(1-w^2)/(1+w)^2=(1-w)/(1+w)=p$, which gives $w$. On the imaginary axis it is $(1-h^2)/(1+h^2)=p$, which gives $h$. For the angle, draw the vectors from the corner $jh$ to the two centres $\pm p/(1+p)$. Both have length $1/(1+p)$, and the angle $\psi$ between them obeys

$$\cos\psi=(1+p)^2\left[h^2-\frac{p^2}{(1+p)^2}\right]=(1-p^2)-p^2=1-2p^2.$$

Hence $\psi=2\arcsin p$. These vectors are the inward normals of the two circles. Two half-planes whose inward normals enclose $\psi$ overlap in a wedge of angle $\pi-\psi=2\arccos p$. ∎

As $p\to0$ the lens fills the chart and its corners open towards $180^\circ$. As $p\to1$ it shrinks to the optimum, but its width shrinks faster: $h/w=1/h\to\infty$. For small errors (4) gives

$$\frac P{P_{opt}}\approx1-2|\Gamma|\ \ (\Gamma\text{ real}),\qquad \frac P{P_{opt}}\approx1-2|\Gamma|^2\ \ (\Gamma\text{ imaginary}).$$

A resistive error costs power in first order and a reactive error in second order. At $|\Gamma|=0.10$ the losses are 0.87 dB for real $\Gamma$ and 0.09 dB for imaginary $\Gamma$. Imaginary $\Gamma$ keeps $|Z|=R_{opt}$, so $R$ falls as $X$ is added. A pure series reactance, $z=1+jx$, gives $P/P_{opt}=1/(1+x^2)$ with $|\Gamma|^2=x^2/(4+x^2)$, hence $P/P_{opt}\approx1-4|\Gamma|^2$, or 0.17 dB at $|\Gamma|=0.10$. A pure shunt susceptance costs the same.

**Remark (comparison with a linear source).** A generator of fixed voltage amplitude $E$ and internal resistance $R_{opt}$ delivers $\tfrac12E^2R/|Z+R_{opt}|^2$. Relative to its value at $Z=R_{opt}$, namely $E^2/(8R_{opt})$, this is

$$\frac{4r}{|z+1|^2}=\frac{|z+1|^2-|z-1|^2}{|z+1|^2}=1-|\Gamma|^2.$$

Its contours are concentric circles and its loss is of second order in every direction. In (4), either limit alone would give a first-order change: a loss for a resistive error in one direction and a gain in the other. The change between the two limits turns this into a loss in both directions and produces the corners.

**Remark (another reference impedance).** On a chart referred to $Z_0$, Lemma 2 holds with resistances divided by $Z_0$ and conductances multiplied by it. The contour uses the circles

$$r_0=\frac{pR_{opt}}{Z_0},\qquad g_0=\frac{pZ_0}{R_{opt}}.$$

The region inside is still an intersection of two disks, hence a convex lens. For $Z_0\ne R_{opt}$ its sides have different radii, and its corners leave the imaginary axis.

## Reactances between source and tuner

A real transistor has an output capacitance across the current source. It varies with the drain voltage, so that its effective value depends on the swing and it generates some harmonics. Both effects are neglected here, and the capacitance is taken as a constant $C$. The theorem holds for the load seen by the source, $Y=Y_{ext}+j\omega C$, whereas the tuner sets $Y_{ext}$.

**Proposition.** Seen from outside $C$, the conductance arc still has $G_{ext}=p/R_{opt}$. The resistance arc lies, in the plane of $Y_{ext}$, on the circle with centre $a-j\omega C$ and radius $a=1/(2pR_{opt})$. It is not an arc of constant resistance when $C\ne0$.

*Proof.* The capacitance changes only the imaginary part of $Y$, so $G_{ext}=G$. The condition $\mathrm{Re}(1/Y)=G/(G^2+B^2)=pR_{opt}$ gives $G^2+B^2=2aG$, or $(G-a)^2+B^2=a^2$. Substituting $B=B_{ext}+\omega C$ moves the centre to $a-j\omega C$. A circle of constant non-zero series resistance passes through $Y_{ext}=0$, by the same equation with $C=0$. The shifted circle does not, because the distance from its centre to the origin is $\sqrt{a^2+\omega^2C^2}>a$. ∎

The map from $Y_{ext}$ to the reflection coefficient takes circles to circles or lines. Its pole, $Y_{ext}=-1/Z_0$, has negative real part and lies outside both regions. The external contour therefore still bounds a convex lens made of two circular arcs. The optimum moves to $Y_{ext}=1/R_{opt}-j\omega C$. With $\beta=\omega CR_{opt}$ this is

$$Z_{ext}=\frac{R_{opt}}{1-j\beta}=R_{opt}\frac{1+j\beta}{1+\beta^2},\tag{6}$$

an inductive load that cancels the capacitance.

If there is instead a series inductance $L$ and no capacitance, then $Z_{ext}=Z-j\omega L$. Now the resistance arc keeps its resistance, and the conductance arc lies on a shifted circle in the plane of $Z_{ext}$. With both elements present, neither arc need keep its label.

## A gallium nitride example

Take a gallium nitride transistor with a gate 2 mm wide, at 28 V and 3.5 GHz. The rough typical values used are a maximum current of 1 A per mm, a knee of 4 V and an output capacitance of 0.3 pF per mm. Then $I_m=1.00$ A, $V_m=28-4=24$ V, and

$$R_{opt}=\frac{24}{1.00}=24\ \Omega,\qquad P_{opt}=\frac{24\times1.00}{2}=12\ \text{W}\ (40.8\ \text{dBm}).$$

The supply delivers $28\times1.00=28$ W, so the drain efficiency is $12/28=43$ %. The ideal 50 % of class A is reduced by the factor $V_m/V_{dc}$.

For a loss of 1 dB, $p=10^{-0.1}=0.794$. The real loads on the contour are $0.794\times24=19.1\ \Omega$ and $24/0.794=30.2\ \Omega$. At the first, $P=\tfrac12(1.00)^2(19.06)=9.53$ W with a voltage amplitude of 19.1 V. At the second, $P=\tfrac12(24)^2/30.21=9.53$ W with a current amplitude of 0.79 A. The corner reactance is $24\sqrt{1-0.794^2}=14.6\ \Omega$.

| Loss | Real loads (Ω) | Corners (Ω) | Corner angle |
|---|---|---|---|
| 1 dB | 19.1, 30.2 | 19.1 ± j14.6 | 75° |
| 2 dB | 15.1, 38.0 | 15.1 ± j18.6 | 102° |
| 3 dB | 12.0, 47.9 | 12.0 ± j20.8 | 120° |

On the chart referred to $R_{opt}$ the 1 dB lens has half-width 0.115 and half-height 0.339, about three times as tall as wide.

The power law was checked on 400 random loads spread over this chart. Current and voltage waveforms sampled at 2000 points per cycle were scaled until one touched a limit, and the mean power agreed with (1) and (4) to a relative $10^{-5}$.

The capacitance is 0.60 pF and $\beta=0.317$. Equation (6) gives an external optimum of $21.8+j6.9\ \Omega$. If the tuner presents a plain $24\ \Omega$ instead, the source sees $g=1$ and $r=1/(1+\beta^2)$, and the power falls by 0.42 dB. On the external 1 dB contour, the series resistance along the former resistance arc runs from 12.8 to 26.6 Ω between the corners (12.9 to 25.7 Ω at the traced points, which miss the corners). Even this modest capacitance removes the constant-resistance label.

## Where the assumptions give way

**A sloping knee.** In a real device the lowest voltage depends on the current. Replace the vertical knee by $v\ge R_{on}i$, with $R_{on}=V_k/I_{\max}=2\ \Omega$, so that the two descriptions agree at full current. The quantity $u+R_{on}I\cos\theta$ has amplitude $|Z+R_{on}|I$, so the condition becomes

$$I\le\frac{V_{dc}-R_{on}I_m}{|Z+R_{on}|}=I_m\frac{R_{opt}+R_{on}}{|Z+R_{on}|}.$$

The last form uses $R_{on}I_m=V_k/2$, whence $V_{dc}-R_{on}I_m=V_m+V_k/2=I_m(R_{opt}+R_{on})$. For $|Z|\le R_{opt}$ the right side is at least $I_m$, so every point of the resistance arc keeps its power. For $|Z|>R_{opt}$ we have $|Z+R_{on}|\le|Z|+R_{on}$, and

$$\frac{R_{opt}+R_{on}}{|Z|+R_{on}}>\frac{R_{opt}}{|Z|},$$

since cross-multiplication leaves $R_{on}(|Z|-R_{opt})>0$. More current is allowed than before, and the conductance arc moves outward. The resistance arc grows slightly longer at both ends to meet it, because at the old corners $|Z+R_{on}|<R_{opt}+R_{on}$ and the current limit still governs a little beyond them. On the original 1 dB contour the power rises by at most 0.14 dB. The peak drain voltage can now slightly exceed $2V_{dc}-V_k$. Because $|Z|<|Z+R_{on}|$, it stays below $2V_{dc}-V_k/2=54$ V, so breakdown must lie above this value instead.

**Overdrive.** Suppose the drive exceeds the onset of current clipping by a factor $k$ in amplitude, while the load shorts the harmonics so that the voltage remains sinusoidal. The current about its mean is $I_mk\cos\theta$, cut off at $\pm I_m$. With $\theta_c=\arccos(1/k)$, symmetry gives the fundamental amplitude $fI_m$, where

$$f=\frac4\pi\left[\int_0^{\theta_c}\cos\theta\,d\theta+k\int_{\theta_c}^{\pi/2}\cos^2\theta\,d\theta\right].$$

The first integral is $\sin\theta_c$. The second term is $\tfrac k2(\tfrac\pi2-\theta_c)-\tfrac k4\sin2\theta_c$, and its last part equals $-\tfrac12\sin\theta_c$ because $k\cos\theta_c=1$. Therefore

$$f=\frac2\pi\left[k\arcsin\frac1k+\sqrt{1-\frac1{k^2}}\right].$$

If the drive is still reduced whenever the voltage would reach the knee, the theorem applies with $I_m$ replaced by $fI_m$. The optimum becomes $R_{opt}/f$ and its power $fP_{opt}$. For 3 dB of overdrive $f=1.157$, giving 20.7 Ω and a gain of 0.63 dB. As $k\to\infty$, $f\to4/\pi$. A contour of saturated power should thus not be compared with the unclipped $R_{opt}$.

**The real device.** The 12 W from 2 mm presumes a cool channel. Without signal all 28 W become heat, or 14 W per mm, which is severe for continuous use; the cold example suits short, widely spaced pulses in which the bias is pulsed too. For continuous operation take a rough thermal resistance of 12 K mm/W and a current loss of 0.15 % per kelvin, with the bias kept at half the reduced maximum current and the knee voltage unchanged. The temperature then rises by roughly 130 K without signal and 90 K at full signal into 24 Ω. In the latter case the current falls to 0.86 of its cold value and the power by 1.3 dB. With the load readjusted to about 27.5 Ω the loss is about 0.6 dB, similar in size to the gain from 3 dB of overdrive. Because the heat depends on the load, so does the bias current. A2 then fails and the theorem holds only approximately: the lower real load of the hot 1 dB contour is about 22.6 Ω, against 21.8 Ω from scaling the hot optimum by $p$. Breakdown is less pressing: the peak voltage of 52 V is 0.43 of a rough 120 V. Charge trapping, not included in these estimates, can raise the knee under drive. Each additional volt would lower $V_m$, and with it the power at a readjusted load, by $1/24$, or about 4 %.

The remaining values for the three contours, including their circles on a 50 Ω chart, are in the numerical output.

## Computed results

```
maximum current 2.00 A, supply 28.0 V, knee 4.0 V
current amplitude 1.00 A, voltage amplitude 24.0 V
R_opt 24.00 ohm
P_opt 12.00 W = 40.79 dBm
supply power 28.00 W, drain efficiency 42.9 %
-1 dB contour: p 0.7943, power 9.53 W
  real-axis loads 19.06 and 30.21 ohm
  corners 19.06 +/- j14.58 ohm
  conductance of right arc 33.10 mS
  lens half-width 0.1146, half-height 0.3386
  corner angle 74.8 deg traced, 74.8 deg formula
  50-ohm chart, R circle: centre 0.2760, radius 0.7240
  50-ohm chart, G circle: centre -0.6233, radius 0.3767
  outside C, series R on traced left arc: 12.93 to 25.67 ohm
  low tip: 1.000 A, 19.06 V amplitude
  high tip: 0.794 A, 24.00 V amplitude
-2 dB contour: p 0.6310, power 7.57 W
  real-axis loads 15.14 and 38.04 ohm
  corners 15.14 +/- j18.62 ohm
  conductance of right arc 26.29 mS
  lens half-width 0.2263, half-height 0.4757
  corner angle 101.7 deg traced, 101.8 deg formula
  50-ohm chart, R circle: centre 0.2325, radius 0.7675
  50-ohm chart, G circle: centre -0.5679, radius 0.4321
  outside C, series R on traced left arc: 9.90 to 24.85 ohm
-3 dB contour: p 0.5012, power 6.01 W
  real-axis loads 12.03 and 47.89 ohm
  corners 12.03 +/- j20.77 ohm
  conductance of right arc 20.88 mS
  lens half-width 0.3323, half-height 0.5764
  corner angle 119.8 deg traced, 119.8 deg formula
  50-ohm chart, R circle: centre 0.1939, radius 0.8061
  50-ohm chart, G circle: centre -0.5108, radius 0.4892
  outside C, series R on traced left arc: 7.50 to 20.94 ohm
|gamma| 0.10: resistive error -0.872 dB, reactive error -0.087 dB
frequency 3.50 GHz, output capacitance 0.60 pF, omega*C*R_opt 0.3167
external optimum 21.81 + j6.91 ohm
C left untuned: power change -0.42 dB
sloping knee, on-resistance 2.00 ohm: largest power change on -1 dB contour 0.139 dB
3 dB overdrive: fundamental factor 1.1570, optimum 20.74 ohm, power change 0.63 dB
rough inputs: thermal resistance 12 K mm/W, current loss 0.15 %/K
temperature rise: no signal 134 K, full signal 91 K
heated, load kept at cold R_opt: current factor 0.863, power change -1.28 dB
peak drain voltage 52.0 V, rough breakdown 120 V, ratio 0.43
```
